# Why heating methyl chloride promotes low-energy dissociative electron attachment

**Q.** I cross a beam of slow electrons with methyl chloride and count Cl⁻. At fixed electron energy the signal climbs steeply when I heat the gas. Is the reaction endothermic, so that heat supplies missing energy?

**A.** Let us see with a model of e + CH₃Cl → CH₃ + Cl⁻. Treat CH₃ as a rigid mass, so that the C–Cl distance $R$ is the one nuclear coordinate, with reduced mass $m=15\times35/50=10.5$ u. With $x=R-R_e$ and $R_e=1.8$ Å, take a Morse curve for the neutral and a repulsive exponential for the anion:

$$V_0=D(1-e^{-ax})^2,\qquad V_d=Be^{-\beta x}.$$

I choose round values: $D=3.6$ eV, stretch quantum $\hbar\omega=0.09$ eV, $B=3.4$ eV and $\beta=6$ Å⁻¹. Matching the curvature, $2Da^2=m\omega^2$, gives $a=1.681$ Å⁻¹. Energies are counted from the minimum of $V_0$.

The anion curve tends to zero at large $R$, which means that the electron affinity of Cl has been set equal to $D$. The lowest stretch level lies at $E_0=0.045$ eV, so even a zero-energy electron releases 0.045 eV. In this model no energy is missing.

There is an obstacle on the way, however. The curves cross at $R_c=2.10$ Å, where both have energy 0.56 eV:

$$3.4\,e^{-6(0.300)}\approx3.6\,(1-e^{-1.681(0.300)})^2\approx0.56\ \text{eV}.$$

That is 0.52 eV above $v=0$.

**Q.** Why should the crossing matter, if the products lie lower?

**A.** Because inside it the anion can throw its electron out again. Hold the nuclei still. A free electron at rest plus the neutral has energy $V_0(R)$, so measured from that edge the anion state has energy $e_d=V_d-V_0$. Let $a_d$ be its amplitude, $b_\varepsilon$ that of a free electron of energy $\varepsilon$, and $V_\varepsilon$ the real coupling between them. A stationary state of energy $\mathcal E$ obeys

$$\mathcal E a_d=e_da_d+\int V_\varepsilon b_\varepsilon\,d\varepsilon,\qquad \mathcal E b_\varepsilon=\varepsilon b_\varepsilon+V_\varepsilon a_d .$$

Eliminating $b_\varepsilon$ gives

$$\mathcal E=e_d+\int_0^\infty\frac{V_\varepsilon^2}{\mathcal E-\varepsilon}\,d\varepsilon .$$

For $\mathcal E<0$ the denominator never vanishes and the integral is real. It shifts the level, and a shifted level below the edge is a true bound state. For $\mathcal E>0$ the outgoing-electron condition replaces $\mathcal E$ by $\mathcal E+i0$. Since $1/(y+i0)=\mathcal P(1/y)-i\pi\delta(y)$, the energy acquires the imaginary part $-\Gamma/2$, with $\Gamma=2\pi V_\varepsilon^2$. For a narrow width the population then decays as $e^{-\Gamma t/\hbar}$.

To see this without the pole argument, I diagonalized one discrete state coupled to 1200 electron levels between 0 and 1 eV, with $\Gamma=0.1\,(\varepsilon/\text{eV})^{3/2}$ eV. With the shifted state 0.2 eV above the edge, the decay rate was 0.98 of $\Gamma/\hbar$. With it 0.2 eV below, the survival probability stayed at or above 0.98 at the sampled times, from 5 to 20 of the lifetimes found above the edge. From here on I absorb the shift into $V_d$. For fixed nuclei, autodetachment then closes where $V_d<V_0$, beyond the crossing. Moving nuclei blur this edge somewhat, because the higher stretch levels into which the electron can leave extend past the crossing.

**Q.** My nuclei move. How do you get a cross section?

**A.** Let $\chi_v$ be the stretch states, with energies $E_v$. The total energy is $E=E_v+\varepsilon$. Write the nuclear wave on the anion curve as $\xi(R)$, and let $b_{v'}(\varepsilon')$ be the amplitude for a free electron with the molecule in level $v'$. Take $V_\varepsilon$ independent of $R$. The same two equations become

$$(E-T-V_d)\,\xi=\sum_{v'}\chi_{v'}\int V_{\varepsilon'}b_{v'}(\varepsilon')\,d\varepsilon',$$

$$b_{v'}(\varepsilon')=\delta_{v'v}\,\delta(\varepsilon'-\varepsilon)+\frac{V_{\varepsilon'}\langle\chi_{v'}|\xi\rangle}{E-E_{v'}-\varepsilon'+i0}.$$

The first term of $b$ is the incoming beam. Insert $b$ into the upper equation, approximate the principal-value part by a local shift already contained in $V_d$, and keep the delta-function part:

$$\Big[E-T-V_d+\tfrac i2\sum_{v'}\Gamma(E-E_{v'})|\chi_{v'}\rangle\langle\chi_{v'}|\Big]\xi=\sqrt{\frac{\Gamma(\varepsilon)}{2\pi}}\;\chi_v .$$

The sum runs over levels with $E_{v'}<E$, the exits open to the electron. I use $\Gamma(\varepsilon)=0.5\,(\varepsilon/\text{eV})^{3/2}$ eV, the threshold law of a p wave.

Next, the fragment flux. Drop the loss term for the moment and call the right side $s$. Multiply the equation by $\xi^*$, subtract the complex conjugate and integrate over $R$. The potential cancels and the kinetic term leaves the outgoing flux $J=(\hbar/m)\,\mathrm{Im}\,\xi^*\xi'$, so that $J=(2/\hbar)\,\mathrm{Im}\langle\xi|s\rangle$. Now expand $\xi$ in the energy-normalized states $\psi_{E'}$ of the anion curve:

$$\langle\xi|s\rangle=\int\frac{|\langle\psi_{E'}|s\rangle|^2}{E-E'-i0}\,dE',\qquad J=\frac{2\pi}{\hbar}|\langle\psi_E|s\rangle|^2=\frac{\Gamma(\varepsilon)}{\hbar}F_v,$$

with $F_v=|\langle\psi_E|\chi_v\rangle|^2$.

An energy-normalized electron wave has radial amplitude $\sqrt{2m_e/\pi\hbar^2k}$, and its incoming half has half of that. The incoming flux is therefore $\tfrac14(2m_e/\pi\hbar^2k)(\hbar k/m_e)=1/2\pi\hbar$. Dividing $J$ by it gives the attachment probability. With a factor $S_v$ that restores the loss term,

$$P_v=2\pi\,\Gamma(\varepsilon)\,F_v\,S_v,\qquad \sigma_v=\frac{\pi}{k^2}P_v .$$

The area is $\pi/k^2$ because partial wave $l$ of a plane wave carries $(2l+1)\pi/k^2$, shared among $2l+1$ orientations, and a randomly oriented molecule accepts one of them.

For $\varepsilon=0.1$ eV, $\Gamma=0.0158$ eV and $\pi/k^2=1.20\times10^{-14}$ cm². I solved the equation with its loss term on a grid of 0.001 Å. For $v=3$ the overlap is $F_3=3.09\times10^{-4}$ eV⁻¹, hence $P_3\approx2\pi(0.0158)(3.09\times10^{-4})=3.07\times10^{-5}$ and $\sigma_3\approx3.67\times10^{-19}$ cm².

**Q.** So heat must act through $F_v$. What sets its size?

**A.** The distance the nuclei must tunnel. For a level below the crossing, both waves are evanescent in the region that matters:

$$\hbar\kappa_0=\sqrt{2m(V_0-E_v)},\qquad \hbar\kappa_d=\sqrt{2m(V_d-E)} .$$

Let $R_1$ be the outer turning point of the stretch and $R_2$ the turning point on the anion curve. The product $\chi_v\psi_E$ varies as $e^{\Phi}$, with

$$\Phi(R)=-\int_{R_1}^{R}\kappa_0\,dR'-\int_R^{R_2}\kappa_d\,dR',\qquad \Phi'=-\kappa_0+\kappa_d .$$

The maximum is where $\kappa_0=\kappa_d\equiv\kappa_*$, that is, where $V_0-E_v=V_d-E$. Since $E=E_v+\varepsilon$,

$$V_d(R_*)-V_0(R_*)=\varepsilon .$$

Capture is centred where the electron's own energy bridges the gap between the curves. For 0.1 eV this is $R_*=2.084$ Å, just inside the crossing, where $V_0=0.519$ eV.

The prefactor needs the wave amplitudes. In the allowed region $\chi_v=Np^{-1/2}\cos(\dots)$. The squared cosine averages to one half, and $\int dR/p$ over the well is half a period divided by $m$, or $\pi/m\omega_v$, where $\hbar\omega_v$ is the local level spacing. Normalization gives $N^2=2m\omega_v/\pi$. The energy-normalized continuum wave has squared amplitude $2m/\pi\hbar p$. The connection formula at a turning point halves each amplitude on the forbidden side, so at $R_*$

$$|\chi_v\psi_E|^2=\frac1{16}\,\frac{2m\omega_v}{\pi\hbar\kappa_*}\,\frac{2m}{\pi\hbar^2\kappa_*}\,e^{2\Phi(R_*)} .$$

From $\kappa'=mV'/\hbar^2\kappa$ we get $\Phi''=-m\Delta F/\hbar^2\kappa_*$, with $\Delta F=V_0'-V_d'>0$. The peak has a half-width $|\Phi''|^{-1/2}$ of about 0.05 Å for $v=0$, so capture is spread around $R_*$ and not confined to a point. The Gaussian integral over $R$, once squared, contributes $2\pi\hbar^2\kappa_*/m\Delta F$. Multiplying,

$$F_v\approx\frac{m\omega_v}{2\pi\hbar\kappa_*\Delta F}\exp\Big[-2\int_{R_1}^{R_*}\kappa_0\,dR-2\int_{R_*}^{R_2}\kappa_d\,dR\Big].$$

The two integrals are 6.39 and 6.68 for $v=0$, but 1.67 and 1.44 for $v=3$. Vibration shortens both barriers. The exponential grows by $e^{2(13.07-3.11)}\approx4.5\times10^8$. The prefactor grows by about 1.4, because $\kappa_*\propto\sqrt{0.519-E_v}$ falls by 1.5 while $\omega_v$ falls by 4 percent. The formula gives $F_0=5.0\times10^{-13}$ and $F_3=3.2\times10^{-4}$ eV⁻¹; the grid gives $5.3\times10^{-13}$ and $3.1\times10^{-4}$.

**Q.** Does the growth continue above the crossing?

**A.** No, the exponential is then gone. A classical oscillator passes $R_*$ twice per period, so its density there is $2(m/p_*)(\omega_v/2\pi)=m\omega_v/\pi p_*$. Dividing by the slope of the gap gives the average

$$\bar F_v=\frac{m\omega_v}{\pi p_*\Delta F},$$

which is twice the tunnelling prefactor with $p_*$ in place of $\hbar\kappa_*$. For $v=0$ that prefactor is $5.0\times10^{-13}/e^{-26.14}\approx0.11$ eV⁻¹. Scaling it to $v=7$ gives $\bar F_7\approx0.4$ eV⁻¹, and to $v=8$ about 0.3.

| $v$ | $E_v$ (eV) | $F_v$ (eV⁻¹) | $\sigma_v$ (cm²) | share, 300 K | share, 800 K |
|---|---|---|---|---|---|
| 0 | 0.045 | 5.3e-13 | 6.3e-28 | 1.3e-5 | 6e-10 |
| 3 | 0.308 | 3.1e-4 | 3.7e-19 | 0.28 | 0.008 |
| 4 | 0.394 | 0.0125 | 1.5e-17 | 0.41 | 0.09 |
| 5 | 0.478 | 0.17 | 2.0e-16 | 0.21 | 0.37 |
| 6 | 0.561 | 0.72 | 7.7e-16 | 0.03 | 0.43 |
| 7 | 0.643 | 0.65 | 5.7e-16 | 0.001 | 0.10 |
| 8 | 0.724 | 0.020 | 5.1e-17 | 4e-6 | 0.003 |

The value for $v=8$ is far below the average. The outward and inward passages contribute amplitudes that can add or cancel. Without loss, and for levels well above $V_0(R_*)$ (here from $v=7$ up), $F_v\approx\bar F_v(1+\cos\theta_v)$, where

$$\theta_v=\frac2\hbar\int_{R_*}^{R_1}\sqrt{2m(E_v-V_0)}\,dR+\frac2\hbar\int_{R_2}^{R_*}\sqrt{2m(E-V_d)}\,dR-\frac\pi2 .$$

For $v=8$ this phase is $1.13\pi$, a near cancellation, and the estimate is 0.026 eV⁻¹. The loss term then raises the cross section, to about 2.2 times its loss-free value, because detachment weakens one of the two cancelling amplitudes more than the other. So $S_v$ is not always below 1. The last two columns give each level's share of the attachment in a heated gas.

**Q.** Could I leave the gas cold and give the electron the missing vibrational energy?

**A.** Not one for one. Compare at equal total energy, 0.408 eV. A molecule in $v=3$ with a 0.1 eV electron has $\sigma=3.7\times10^{-19}$ cm². A molecule in $v=0$ with a 0.363 eV electron has $7.9\times10^{-23}$ cm², smaller by a factor of about 4650.

The anion wave $\psi_E$ is the same in both cases, and the entry factor $\Gamma/k^2\propto\varepsilon^{1/2}$ even favours the faster electron, by 1.9. The difference comes from the stretch wavefunction. A faster electron does help $v=0$, whose cross section at 0.1 eV is $6.3\times10^{-28}$ cm², mainly because at higher total energy the anion wave reaches farther inward. But the energy arrives with the electron and does not stretch the bond beforehand.

**Q.** What rise do you predict for my heated gas?

**A.** Keep $\varepsilon=0.1$ eV and let the stretch levels follow Boltzmann populations $p_v=e^{-E_v/k_BT}/Z$. Then $\sigma(T)=\sum_vp_v\sigma_v$; I sum the lowest fifteen levels. At 300 K, $v=4$ is rarer than $v=0$ by $e^{-0.349/0.02585}=1.4\times10^{-6}$, but its cross section is larger by $2.4\times10^{10}$. It therefore contributes some $3\times10^4$ times more.

For the slope of an Arrhenius plot, differentiate. Since $dp_v/dT=p_v(E_v-\langle E\rangle)/k_BT^2$, where $\langle E\rangle=\sum_vp_vE_v$,

$$E_a\equiv k_BT^2\frac{d\ln\sigma}{dT}=\frac{\sum_vp_v\sigma_vE_v}{\sum_vp_v\sigma_v}-\langle E\rangle .$$

The apparent activation energy is the mean stretch energy of the molecules that attach, minus that of the whole gas.

| $T$ (K) | $\sigma$ (cm²) | $E_a$ (eV) |
|---|---|---|
| 300 | 4.8e-23 | 0.33 |
| 400 | 1.6e-21 | 0.39 |
| 500 | 1.7e-20 | 0.42 |
| 600 | 8.7e-20 | 0.43 |
| 800 | 7.2e-19 | 0.44 |

The rise from 300 to 800 K is a factor of $1.5\times10^4$. Throughout, $E_a$ stays below the crossing height of 0.52 eV above $v=0$. At 300 K most attachment comes from levels 3 to 5, which tunnel. At 800 K levels 5 and 6 dominate. An Arrhenius line fitted over a narrow range therefore does not return the height of the crossing.

**Q.** You have hardly mentioned autodetachment. Does it matter for the temperature dependence?

**A.** Only a little in this model. Comparing $\sigma(T)$ with and without the loss term, the fraction kept is 0.99 at 300 K and 0.91 at 800 K, so the loss lowers the rise by about 8 percent. Survival becomes slightly worse on heating, so it cannot cause the increase.

It is this good because capture happens close to the exit. For $v=7$ the kinetic energy at $R_*$ is $0.643-0.519=0.124$ eV, a speed of 0.015 Å/fs. In this classical picture, a molecule captured at $R_*$ while stretching covers the last 0.016 Å to the crossing in about 1 fs, against a lifetime $\hbar/\Gamma=42$ fs at the capture point. One captured while contracting must first turn round on the anion wall, where the gap and hence the width are larger, so it loses more. With both passages included, $v=7$ keeps $S_7=\sigma_7/(2\pi\Gamma F_7\,\pi/k^2)\approx0.74$ of its loss-free cross section. Levels 3 to 5, which carry most of the attachment at 300 K, keep about 0.98 or more.

Suppose instead that detachment did not close, and that a width of 0.05 eV persisted for 1 Å beyond the crossing. The yield from $v=7$ would fall to 0.10 of its value. The classical estimate $\exp(-\int\Gamma\,dR/\hbar u)$, with $u=\sqrt{2(E-V_d)/m}$, also gives 0.10.

The position of the crossing is what makes the rise steep. If I lower $B$ to 0.12 eV and change nothing else, the curves cross close to the neutral minimum. Heating from 300 to 800 K then multiplies the cross section by 0.92: nothing is left to be gained by stretching.

**Q.** How far can I trust the factor of $1.5\times10^4$ for real methyl chloride?

**A.** Only as a sign of a rise by several orders of magnitude; the number itself can be off by more than a factor of ten. The bond length, stretch quantum, bond energy and vertical attachment energy are rough values for the molecule. The steepness $\beta$ and the width are chosen, and of these two $\beta$ matters more. With $\beta=5$ Å⁻¹ the crossing rises to 0.65 eV and the growth becomes $1.2\times10^5$, eight times larger; $\beta=4$ and 7 Å⁻¹ give $2.1\times10^6$ and $3.1\times10^3$. The asymptote matters as much. The thermoneutral value belongs to a relaxed, planar CH₃, while a methyl group frozen in its CH₃Cl shape lies about 0.25 eV higher (UMP2 gives 0.23 eV in cc-pVDZ and 0.26 eV in cc-pVTZ). Raising the anion asymptote by 0.25 eV at fixed $B$ and $\beta$ gives $2.5\times10^5$, and lowering it by as much gives $1.6\times10^3$. Other changes, made one at a time from the original model, move it less:

- **Threshold law.** The real molecule has a large dipole, which alters the p-wave law. Replacing the exponent 3/2 by 1/2, as a probe and not as a dipole theory, gives $1.1\times10^4$; raising the prefactor to 1.7 eV as well, so that the width at 3.4 eV is unchanged, gives $6.7\times10^3$. Without loss $\Gamma(\varepsilon)$ cancels from the ratio, so this change comes through the loss term.
- **Coupling.** Letting it fade as $e^{-x/0.5\,\text{Å}}$ gives $1.6\times10^4$.
- **Rotation.** Adding the centrifugal energy of a molecule rotating with energy $k_BT$ leaves $1.5\times10^4$.
- **Umbrella mode.** The methyl group flattens as Cl leaves. If one quantum of 0.17 eV were released wholly on attachment, the growth would be $1.7\times10^4$. Higher quanta and other modes are left out.

For your experiment, the small cold cross section is a warning. An impurity with $\sigma=10^{-15}$ cm² at a fraction of $5\times10^{-8}$ would match the model's whole signal at 300 K and flatten the measured rise. A spread in beam energy also has to be folded in.

Nor should the factor be carried over to a resist film. The surroundings there polarize and lower the anion curve, which moves the crossing inward. In the model, shifting the whole anion curve down by 0.5, 1.0 or 1.5 eV brings the crossing to 0.37, 0.22 or 0.13 eV and cuts the rise from 300 to 800 K to about 130, 9 or 2.

Numerical values quoted here were computed with a short program.
